**Electron knock-on energy for sulfur in MoS$_2$**

The program examines $T_{\max}=2ME(E+2m)/[(M+m)^2+2ME]$, where $E$ is the electron's kinetic energy and $m$ and $M$ are the rest energies of the electron and the atom. It asserts that this formula agrees with a numerical solution of the relativistic conservation laws and with a scan over scattering angles. For 80 keV electrons and stationary sulfur the output gives 5.90 eV, which is 1.0 eV below the supplied calculated threshold of 6.9 eV. A root search confirms the static-atom beam threshold of 92.45 keV. The program also compares the moving-atom formula with relativistic collisions, and the Gaussian momentum tail with a Boltzmann sum over oscillator states. With a rough vibration quantum of 40 meV at 300 K, about 5.6% of the atoms move forward fast enough to reach the threshold in a head-on collision. This percentage is not a sputtering probability, and the effect of electronic excitation is sized only by a limiting estimate.

## Check in Python

```python
"""
Result under test: the largest kinetic energy that an electron of kinetic
energy E can give to a free atom at rest in an elastic collision is
    T_max = 2 M E (E + 2 m) / ((M + m)^2 + 2 M E),
where m and M are the rest energies of electron and atom (all in eV).
For 80 keV electrons on sulfur it is compared with a supplied calculated
displacement threshold of 6.9 eV in MoS2. The effects of atomic motion,
isotopes and electronic excitation are then sized.
Momenta are multiplied by c and are therefore also in eV.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq

mp.mp.dps = 50

electron_rest = const.m_e * const.c**2 / const.e
dalton_rest = const.atomic_mass * const.c**2 / const.e
boltzmann = const.k / const.e

# Inputs
beam_energy = 80e3             # eV
threshold = 6.9                # eV, supplied calculated value
sulfur_mass = 32.06            # u, natural average
isotope_masses = {"S-32": 31.97207, "S-34": 33.96787}  # u
temperature = 300.0            # K
phonon_energy = 0.040          # eV, rough typical value
excitation_energy = 1.9        # eV, rough typical value
crossing_length = 0.1e-9       # m, rough atomic size
sulfur_rest = sulfur_mass * dalton_rest


def max_transfer(energy, atom_rest):
    """Derived closed formula for the maximum transfer."""
    return (2 * atom_rest * energy * (energy + 2 * electron_rest)
            / ((atom_rest + electron_rest)**2 + 2 * atom_rest * energy))


def head_on_final_energy(energy, atom_rest, initial_kinetic=0.0):
    """Final atomic kinetic energy from a numerical solution of the
    relativistic conservation laws, atom initially moving along the beam."""
    m, M = mp.mpf(electron_rest), mp.mpf(atom_rest)
    E, K0 = mp.mpf(energy), mp.mpf(initial_kinetic)
    p = mp.sqrt((E + m)**2 - m**2)
    P0 = mp.sqrt((K0 + M)**2 - M**2)
    total = E + m + K0 + M

    def energy_mismatch(P):
        return (mp.sqrt((p + P0 - P)**2 + m**2)
                + mp.sqrt(P**2 + M**2) - total)

    P = mp.findroot(energy_mismatch, (P0 + 2 * p, P0 + 1.99 * p))
    assert P - P0 > p              # the collision root, not the trivial one
    return float(mp.sqrt(P**2 + M**2) - M)


# Maximum transfer: closed formula against the conservation laws
transfer = max_transfer(beam_energy, sulfur_rest)
transfer_solved = head_on_final_energy(beam_energy, sulfur_rest)
assert abs(transfer - transfer_solved) < 1e-9

# All scattering angles: boost from the centre-of-momentum frame
m, M = mp.mpf(electron_rest), mp.mpf(sulfur_rest)
W = mp.mpf(beam_energy) + m
p = mp.sqrt(W**2 - m**2)
frame_speed = p / (W + M)
gamma = 1 / mp.sqrt(1 - frame_speed**2)
cm_momentum = gamma * frame_speed * M
scan = []
for step in range(1, 181):
    theta = mp.pi * step / 180
    cm_z = -cm_momentum * mp.cos(theta)
    lab_x = -cm_momentum * mp.sin(theta)
    lab_z = gamma * (cm_z + frame_speed * gamma * M)
    recoil = gamma * (gamma * M + frame_speed * cm_z) - M
    cos2 = lab_z**2 / (lab_x**2 + lab_z**2)
    formula = 2 * M * p**2 * cos2 / ((W + M)**2 - p**2 * cos2)
    assert abs(recoil - formula) < mp.mpf("1e-20")
    momentum = mp.sqrt(lab_x**2 + lab_z**2)
    assert abs(p * lab_z / (recoil * (W + M)) - 1) < mp.mpf("1e-20")
    assert abs(momentum**2 / (recoil**2 + 2 * M * recoil) - 1) < 1e-20
    scan.append(float(recoil))
assert int(np.argmax(scan)) == len(scan) - 1   # electron turned straight back
assert abs(max(scan) - transfer) < 1e-9

# Newtonian limit and approximate forms
newton_factor = (4 * electron_rest * sulfur_rest
                 / (electron_rest + sulfur_rest)**2)
slow_transfer = head_on_final_energy(1.0, sulfur_rest)
assert abs(slow_transfer / newton_factor - 1) < 3e-6  # E/(2m) is about 1e-6
newton_transfer = newton_factor * beam_energy
relativistic_factor = 1 + beam_energy / (2 * electron_rest)
assert abs(transfer_solved / newton_transfer - relativistic_factor) < 1e-4
heavy_transfer = (2 * beam_energy * (beam_energy + 2 * electron_rest)
                  / sulfur_rest)
assert abs(heavy_transfer / transfer_solved - 1) < 1e-4

# Static-atom beam threshold: quadratic root against a numerical search
linear = 2 * electron_rest - threshold
constant = threshold * (sulfur_rest + electron_rest)**2 / (2 * sulfur_rest)
beam_threshold = (-linear + math.sqrt(linear**2 + 4 * constant)) / 2
searched = brentq(lambda E: head_on_final_energy(E, sulfur_rest) - threshold,
                  60e3, 150e3, xtol=1e-5)
assert abs(beam_threshold - searched) < 1e-2
assert transfer_solved < threshold and beam_threshold > beam_energy
deficit = threshold - transfer

# Isotopes
isotope_transfer = {}
for name, mass in isotope_masses.items():
    value = max_transfer(beam_energy, mass * dalton_rest)
    solved = head_on_final_energy(beam_energy, mass * dalton_rest)
    assert abs(value - solved) < 1e-9 and solved < threshold
    isotope_transfer[name] = value

# Duration of the encounter against the vibration period
electron_momentum = float(p)
electron_beta = float(p / W)
crossing_time = crossing_length / (electron_beta * const.c)
vibration_period = const.h / (phonon_energy * const.e)
assert crossing_time < 1e-4 * vibration_period

# Atomic motion along the beam
needed_kinetic = (math.sqrt(threshold) - math.sqrt(transfer))**2
assert abs(head_on_final_energy(beam_energy, sulfur_rest, needed_kinetic)
           - threshold) < 1e-4     # small change of electron recoil neglected


def mean_kinetic(quantum):
    return quantum / 4 / math.tanh(quantum / (2 * boltzmann * temperature))


def fast_fraction(mean_energy):
    """One-sided Gaussian tail, for motion along the beam only."""
    return 0.5 * math.erfc(math.sqrt(needed_kinetic / (2 * mean_energy)))


def oscillator_sum(quantum):
    """Mean kinetic energy and tail from Boltzmann-weighted eigenstates."""
    ratio = math.exp(-quantum / (boltzmann * temperature))
    cut = math.sqrt(2 * needed_kinetic / quantum)
    tail_grid = np.linspace(cut, 16.0, 8001)
    full_grid = np.linspace(-16.0, 16.0, 8001)
    results = []
    for grid in (tail_grid, full_grid):
        previous = np.zeros_like(grid)
        current = math.pi**-0.25 * np.exp(-grid**2 / 2)
        density = np.zeros_like(grid)
        for n in range(60):
            density += (1 - ratio) * ratio**n * current**2
            following = (math.sqrt(2 / (n + 1)) * grid * current
                         - math.sqrt(n / (n + 1)) * previous)
            previous, current = current, following
        results.append(density)
    tail = simpson(results[0], x=tail_grid)
    kinetic = quantum / 2 * simpson(full_grid**2 * results[1], x=full_grid)
    return kinetic, tail


fractions = {}
for quantum in (0.030, phonon_energy, 0.050):
    kinetic_sum, tail_sum = oscillator_sum(quantum)
    assert abs(kinetic_sum - mean_kinetic(quantum)) < 1e-8
    fractions[quantum] = fast_fraction(mean_kinetic(quantum))
    assert abs(tail_sum - fractions[quantum]) < 1e-7
typical_kinetic = mean_kinetic(phonon_energy)
moving_final = (math.sqrt(transfer) + math.sqrt(typical_kinetic))**2
moving_solved = head_on_final_energy(beam_energy, sulfur_rest, typical_kinetic)
assert abs(moving_final - moving_solved) < 1e-4
classical_fraction = fast_fraction(boltzmann * temperature / 2)

# Limiting estimate for electronic excitation
lowered_threshold = threshold - excitation_energy
assert lowered_threshold < transfer_solved

recoil_speed = const.c * math.sqrt(2 * transfer / sulfur_rest)

print("INPUTS")
print(f"beam kinetic energy: {beam_energy/1e3:.1f} keV")
print(f"electron rest energy: {electron_rest/1e3:.3f} keV")
print(f"sulfur mass: {sulfur_mass:.2f} u")
print(f"sulfur rest energy: {sulfur_rest/1e9:.4f} GeV")
print(f"supplied calculated threshold: {threshold:.2f} eV")
print(f"temperature: {temperature:.0f} K")
print("STATIC ATOM")
print(f"electron momentum times c: {electron_momentum/1e3:.2f} keV")
print(f"electron speed / c: {electron_beta:.4f}")
print(f"maximum transfer, closed formula: {transfer:.4f} eV")
print(f"maximum transfer, solved laws: {transfer_solved:.4f} eV")
print(f"maximum transfer, heavy-target form: {heavy_transfer:.4f} eV")
print(f"Newtonian transfer: {newton_transfer:.4f} eV")
print(f"factor 1 + E/(2m): {relativistic_factor:.4f}")
print(f"sulfur recoil speed: {recoil_speed/1e3:.2f} km/s")
print(f"threshold minus transfer: {deficit:.3f} eV")
print(f"transfer / threshold: {transfer/threshold:.3f}")
print(f"static-atom beam threshold: {beam_threshold/1e3:.2f} keV")
for name, value in isotope_transfer.items():
    print(f"maximum transfer to {name}: {value:.3f} eV")
print("NEGLECTED EFFECTS")
print(f"rough crossing length: {crossing_length*1e9:.1f} nm")
print(f"crossing time: {crossing_time*1e15:.2e} fs")
print(f"vibration period: {vibration_period*1e15:.0f} fs")
print(f"rough vibration quantum: {phonon_energy*1e3:.0f} meV")
print(f"mean kinetic energy along beam: {typical_kinetic*1e3:.2f} meV")
print(f"final energy, atom at rms speed: {moving_final:.3f} eV")
print(f"initial kinetic energy needed: {needed_kinetic*1e3:.2f} meV")
print(f"needed speed / rms speed: "
      f"{math.sqrt(needed_kinetic/typical_kinetic):.3f}")
for quantum, fraction in fractions.items():
    print(f"fast fraction, quantum {quantum*1e3:.0f} meV: "
          f"{100*fraction:.2f} percent")
print(f"fast fraction, classical motion: {100*classical_fraction:.2f} percent")
print(f"rough electronic excitation: {excitation_energy:.1f} eV")
print(f"threshold if all of it assists: {lowered_threshold:.1f} eV")
print("done: every assertion held")
```

Running it gives:

```
INPUTS
beam kinetic energy: 80.0 keV
electron rest energy: 510.999 keV
sulfur mass: 32.06 u
sulfur rest energy: 29.8637 GeV
supplied calculated threshold: 6.90 eV
temperature: 300 K
STATIC ATOM
electron momentum times c: 296.92 keV
electron speed / c: 0.5024
maximum transfer, closed formula: 5.9039 eV
maximum transfer, solved laws: 5.9039 eV
maximum transfer, heavy-target form: 5.9041 eV
Newtonian transfer: 5.4753 eV
factor 1 + E/(2m): 1.0783
sulfur recoil speed: 5.96 km/s
threshold minus transfer: 0.996 eV
transfer / threshold: 0.856
static-atom beam threshold: 92.45 keV
maximum transfer to S-32: 5.920 eV
maximum transfer to S-34: 5.572 eV
NEGLECTED EFFECTS
rough crossing length: 0.1 nm
crossing time: 6.64e-04 fs
vibration period: 103 fs
rough vibration quantum: 40 meV
mean kinetic energy along beam: 15.41 meV
final energy, atom at rms speed: 6.523 eV
initial kinetic energy needed: 38.80 meV
needed speed / rms speed: 1.587
fast fraction, quantum 30 meV: 5.00 percent
fast fraction, quantum 40 meV: 5.63 percent
fast fraction, quantum 50 meV: 6.39 percent
fast fraction, classical motion: 4.16 percent
rough electronic excitation: 1.9 eV
threshold if all of it assists: 5.0 eV
done: every assertion held
```
